# Mean Transverse Velocity on Periodic Open Orbits in a Magnetic Field

A calculation of the conductivity of a metal in a strong magnetic field has to decide which electron velocities may be dropped. In the relaxation-time approximation, with a constant scattering time $\tau$, the Boltzmann equation uses the velocity averaged over the electron's past path, with weight $e^{-s/\tau}/\tau$ for a time $s$ ago. If the electron repeats its orbit many times within $\tau$, it is tempting to set the average perpendicular to the field to zero. For a closed orbit this is right to leading order at high field, although the remainder, of order $1/(B\tau)$, still matters for the Hall conductivity. For a periodic open orbit one component survives, and its high-field limit does not depend on the field strength.

## Equations of motion and assumptions

An electron has charge $-e$, with $e>0$. It moves in one non-degenerate band of energy $\varepsilon(\mathbf k)$, in a static uniform field $\mathbf B=B\hat{\mathbf b}$ with $B>0$. There is no electric field, and collisions are left out until the orbit is known. Tunnelling between bands, quantum transfer between orbits of the same band, Berry curvature and the orbital magnetic moment are neglected. Then

$$\hbar\dot{\mathbf k}=-e\,\mathbf v\times\mathbf B,\qquad \dot{\mathbf r}=\mathbf v=\frac1\hbar\nabla_{\mathbf k}\varepsilon. \tag{1}$$

"Transverse" means perpendicular to $\mathbf B$, and $\mathbf v_\perp=\mathbf v-\hat{\mathbf b}(\hat{\mathbf b}\cdot\mathbf v)$.

Two quantities are conserved, because $\mathbf v\times\mathbf B$ is perpendicular to both of its factors:

$$\dot\varepsilon=\hbar\mathbf v\cdot\dot{\mathbf k}=-e\,\mathbf v\cdot(\mathbf v\times\mathbf B)=0,\qquad \hat{\mathbf b}\cdot\dot{\mathbf k}=0. \tag{2}$$

The orbit is therefore a curve of constant energy in a plane normal to the field. It is a periodic open orbit if, after a finite time $T$,

$$\mathbf k(t+T)=\mathbf k(t)+\mathbf G, \tag{3}$$

where $\mathbf G\neq0$ is a reciprocal-lattice vector. It is enough that (3) holds at one instant. The velocity has the periodicity of the reciprocal lattice, so the motions starting from $\mathbf k$ and $\mathbf k+\mathbf G$ obey the same equation and stay separated by $\mathbf G$. Since $\hat{\mathbf b}\cdot\mathbf k$ is constant, $\hat{\mathbf b}\cdot\mathbf G=0$. An open orbit that never satisfies (3) is outside this argument.

## Direction of the drift

Take the vector product of $\hat{\mathbf b}$ with the first equation in (1), and expand the triple product:

$$\hbar\,\hat{\mathbf b}\times\dot{\mathbf k}=-eB\,\hat{\mathbf b}\times(\mathbf v\times\hat{\mathbf b})=-eB\,[\mathbf v-\hat{\mathbf b}(\hat{\mathbf b}\cdot\mathbf v)]=-eB\,\mathbf v_\perp .$$

Hence

$$\mathbf v_\perp=-\frac{\hbar}{eB}\,\hat{\mathbf b}\times\dot{\mathbf k}. \tag{4}$$

The transverse path in real space is the orbit in $\mathbf k$ space turned through a right angle and multiplied by $\hbar/(eB)$. Integrating (4) over one period and using (3) gives

$$\Delta\mathbf r_\perp=-\frac{\hbar}{eB}\,\hat{\mathbf b}\times\mathbf G,\qquad \langle\mathbf v_\perp\rangle=\frac{\Delta\mathbf r_\perp}{T}=-\frac{\hbar}{eBT}\,\hat{\mathbf b}\times\mathbf G. \tag{5}$$

A vector product is perpendicular to both factors, so

$$\mathbf G\cdot\langle\mathbf v_\perp\rangle=0. \tag{6}$$

The electron may move back and forth along $\mathbf G$ in real space, but it makes no net progress in that direction.

## Magnitude of the drift

Equation (5) contains $B$ explicitly, and again through $T$. To find $T$, introduce $\sigma=eBt/\hbar$, which turns (1) into $d\mathbf k/d\sigma=-\mathbf v\times\hat{\mathbf b}$. This equation does not contain $B$. At fixed field direction and starting point, a stronger field moves the electron along the same curve at a proportionally higher rate.

Let $dl$ be the length of an element of this curve. Since $|\mathbf v\times\hat{\mathbf b}|=|\mathbf v_\perp|$, we have $dl/dt=eB|\mathbf v_\perp|/\hbar$, and

$$T=\frac{\hbar}{eB}\int\frac{dl}{|\mathbf v_\perp|}, \tag{7}$$

with the integral taken over one period. Because $\mathbf G$ is perpendicular to the unit vector $\hat{\mathbf b}$, $|\hat{\mathbf b}\times\mathbf G|=|\mathbf G|$. Inserting (7) in (5) cancels $\hbar/(eB)$:

$$|\langle\mathbf v_\perp\rangle|=\frac{|\mathbf G|}{\displaystyle\int dl/|\mathbf v_\perp|}. \tag{8}$$

The right side depends on the band, the energy, the field direction and $\hat{\mathbf b}\cdot\mathbf k$, but not on $B$. Doubling the field halves the distance travelled per period and also halves the period.

Reversing the field makes the electron run through the same curve backwards. Both $\hat{\mathbf b}$ and $\mathbf G$ change sign in (5), so the drift keeps its direction.

The integral in (8) can also be found from energies alone. At fixed $\hat{\mathbf b}\cdot\mathbf k$, let $A(\varepsilon)$ be the area, per period, between the orbit and a fixed straight line parallel to $\mathbf G$. The curve for energy $\varepsilon+d\varepsilon$ lies at a normal distance $dn$, where $d\varepsilon=\hbar|\mathbf v_\perp|\,dn$ because $\hbar\mathbf v_\perp$ is the energy gradient within the plane. This gradient does not vanish on an orbit of finite period, so the new curve stays on one side of the old one. The strip between them has area $\int dn\,dl$, which gives

$$\left|\frac{\partial A}{\partial\varepsilon}\right|=\int\frac{dl}{\hbar|\mathbf v_\perp|},\qquad |\langle\mathbf v_\perp\rangle|=\frac{|\mathbf G|}{\hbar\,|\partial A/\partial\varepsilon|}. \tag{9}$$

## From the orbit to the conductivity

The mean over a period must still be connected with the weighted average used in transport. Define the departure from uniform drift, and use (4):

$$\mathbf u(t)=\mathbf r_\perp(t)-\mathbf r_\perp(0)-\langle\mathbf v_\perp\rangle t=-\frac{\hbar}{eB}\,\hat{\mathbf b}\times\left[\mathbf k(t)-\mathbf k(0)-\mathbf G\frac tT\right]. \tag{10}$$

The bracket is unchanged when $t$ increases by $T$, so $|\mathbf u|$ has a finite maximum $U$. The bracket depends on the fraction $t/T$ and on the curve, so $U\propto1/B$. An average over a time $t$ thus differs from $\langle\mathbf v_\perp\rangle$ by at most $U/t$.

For the past path, write $\int_0^s\mathbf v_\perp(-s')\,ds'=\langle\mathbf v_\perp\rangle s+\mathbf w(s)$, where $\mathbf w(s)=-\mathbf u(-s)$ and so $|\mathbf w|\le U$. Integrating by parts, with boundary terms that vanish at $s=0$ and $s\to\infty$,

$$\int_0^\infty\frac{ds}{\tau}e^{-s/\tau}\mathbf v_\perp(-s)=\int_0^\infty\frac{ds}{\tau^2}e^{-s/\tau}\left[\langle\mathbf v_\perp\rangle s+\mathbf w(s)\right]=\langle\mathbf v_\perp\rangle+\boldsymbol\delta,\qquad|\boldsymbol\delta|\le\frac U\tau. \tag{11}$$

The first term follows from $\int_0^\infty s\,e^{-s/\tau}ds=\tau^2$. As $B\tau$ grows, the averaged velocity along $\mathbf G$ falls at least as fast as $1/(B\tau)$, while the component perpendicular to $\mathbf G$ and $\mathbf B$ tends to (8). That component must be kept.

## Closed orbits, opposite orbits and Berry curvature

On a closed orbit $\mathbf k$ returns to itself. The integral of (4) then vanishes, and there is no mean transverse velocity. The velocity along $\mathbf B$ is not restricted by (4), and its mean may be nonzero on either kind of orbit.

If $\varepsilon(-\mathbf k)=\varepsilon(\mathbf k)$, then $\mathbf v(-\mathbf k)=-\mathbf v(\mathbf k)$. Changing the sign of $\mathbf k(t)$ in (1) gives another solution, with the same period and with $-\mathbf G$ in place of $\mathbf G$. Its drift is opposite. In equilibrium the two orbits are equally occupied, so their currents cancel.

A Berry curvature $\boldsymbol\Omega$ changes the velocity to $\dot{\mathbf r}=\mathbf v-\dot{\mathbf k}\times\boldsymbol\Omega$, while the force becomes $-e\dot{\mathbf r}\times\mathbf B$. Equations (4) to (6) survive with $\dot{\mathbf r}$ in place of $\mathbf v$. For the period, use $\dot{\mathbf k}\cdot\mathbf B=0$, so that $(\dot{\mathbf k}\times\boldsymbol\Omega)\times\mathbf B=-\dot{\mathbf k}(\boldsymbol\Omega\cdot\mathbf B)$. The force equation becomes

$$\left(1+\frac e\hbar\boldsymbol\Omega\cdot\mathbf B\right)\dot{\mathbf k}=-\frac e\hbar\mathbf v\times\mathbf B. \tag{12}$$

In general the period is then no longer simply proportional to $1/B$. The drift stays perpendicular to $\mathbf G$, but its magnitude can depend on the field.

## A warped cylinder: the inner hole tube of MgB$_2$

The $\sigma$ holes of MgB$_2$ occupy tubes that run along the hexagonal axis, here $z$. A field in the basal plane, along $x$, allows orbits that run along the tube without closing. A simple model of the inner tube is

$$\varepsilon=E_0-\frac{\hbar^2(k_x^2+k_y^2)}{2m}-2t_z\cos(k_zc), \tag{13}$$

with the Fermi level at $\varepsilon=0$. Rough typical values are $E_0=0.40$ eV, $t_z=0.09$ eV, $m=0.30\,m_e$ and $c=0.352$ nm.

Let $W=E_0-\hbar^2k_x^2/(2m)$, which is constant on an orbit. At the Fermi level,

$$\frac{\hbar^2k_y^2}{2m}=W-2t_z\cos(k_zc),\qquad v_y=-\frac{\hbar k_y}{m}. \tag{14}$$

If $W>2t_z$, $k_y$ never vanishes and the orbit is open. The $z$ component of (1) is $\hbar\dot k_z=eBv_y$. For $k_y>0$ this is negative, so $\mathbf G=-(2\pi/c)\hat{\mathbf z}$. Since $\hat{\mathbf x}\times\hat{\mathbf z}=-\hat{\mathbf y}$, equation (5) gives a drift along $-y$, in agreement with the sign of $v_y$.

The same component gives $dt=\hbar|dk_z|/(eB|v_y|)$. With $\theta=k_zc$, dividing the distance $2\pi\hbar/(eBc)$ by the period yields

$$|\langle v_y\rangle|=\frac{2\pi}{\displaystyle\int_0^{2\pi}d\theta/|v_y|},\qquad |v_y|=\sqrt{\frac{2(W-2t_z\cos\theta)}{m}}. \tag{15}$$

Put $\theta=\pi+2\phi$. Then $W-2t_z\cos\theta=(W+2t_z)(1-\mu\sin^2\phi)$, with $\mu=4t_z/(W+2t_z)$. The integrand is even in $\phi$, so the integral equals $4K(\mu)/\sqrt{2(W+2t_z)/m}$, where $K(\mu)=\int_0^{\pi/2}d\phi\,(1-\mu\sin^2\phi)^{-1/2}$. Thus

$$|\langle v_y\rangle|=\frac{\pi}{2K(\mu)}\sqrt{\frac{2(W+2t_z)}{m}}. \tag{16}$$

For a straight cylinder, $t_z=0$ and $K(0)=\pi/2$, and the drift is the constant speed $\sqrt{2W/m}$.

Take $k_x=0$, so $W=0.40$ eV. The speed $|v_y|$ ranges from 508 km/s at the neck of the tube to 825 km/s at its belly; the latter is the square root in (16). With $\mu=0.36/0.58=0.621$ and $K=1.973$, the drift is $1.571\times825/1.973\approx657$ km/s, or $6.57\times10^7$ cm/s.

At 30 T, $\hbar/(eB)=21.94$ nm$^2$ and $|\mathbf G|=17.85$ nm$^{-1}$. The displacement per period is their product, 391.6 nm, and the period is $391.6/656.7=0.596$ ps. Runge–Kutta integration of (1) at three fields, with the starting point fixed, gives:

| $B$ (T) | Period (ps) | Displacement (nm) | Drift (km/s) |
|---|---|---|---|
| 20 | 0.895 | 587.5 | 656.7 |
| 30 | 0.596 | 391.6 | 656.7 |
| 60 | 0.298 | 195.8 | 656.7 |

The path also swings along $z$. By (4), its range at 30 T is $21.94\times(2.137-1.316)=18.0$ nm, where the bracket is the difference between $k_y$ at belly and neck in nm$^{-1}$. This is 51 lattice periods, large enough for a description by wave packets.

## Approach to the last open orbit

At fixed energy, increasing $k_x$ lowers $W$. The drift is 625, 510 and 293 km/s at $k_x=0.5$, 1.0 and 1.3 nm$^{-1}$. The orbit ceases to be open at $W=2t_z$, where $k_x=1.316$ nm$^{-1}$. There $k_y$ and $v_z$ vanish together at the neck, and the electron takes an infinite time to reach that point.

Let $p=1-\mu=(W-2t_z)/(W+2t_z)$. For small $p$, $K\simeq\tfrac12\ln(16/p)$, and (16) becomes

$$|\langle v_y\rangle|\simeq\frac{\pi}{\ln(16/p)}\sqrt{\frac{2(W+2t_z)}{m}}. \tag{17}$$

In the classical equations the fall to zero is logarithmic: even $10^{-6}$ nm$^{-1}$ below the critical $k_x$, the drift is 122.5 km/s. This number illustrates the logarithm and is not a prediction for 30 T. Within a few thousandths of nm$^{-1}$ of the critical $k_x$, the two open orbits with opposite $k_y$ come so close at the neck that an electron wave at 30 T can pass from one to the other. The probability approaches one half at the critical value, and (1) leaves this effect out. Beyond the critical $k_x$ the classical orbits close. At $k_x=1.6$ nm$^{-1}$ the transverse drift is zero, while the velocity along the field, $-\hbar k_x/m$, is $-617$ km/s.

## What the numbers mean for a real crystal

MgB$_2$ superconducts below about 39 K. The example assumes 4 K and a field strong enough to restore the normal state. Its largest change to the drift, among those estimated here, is the slowing of electrons near the Fermi level by phonons. A rough coupling constant $\lambda=1$, taken as uniform over the tube, divides their velocities by $1+\lambda=2$. The drift at 30 T becomes 328 km/s and the period 1.19 ps; the displacement per period is unchanged, because (5) fixes it without reference to velocity. This halving does not carry over to the dc conductivity. At a fixed mean free path $\tau$ grows by $1+\lambda$, so $T/\tau$ and the product of $\tau$ with the weighted velocity are unchanged, and the remaining factor $1/(1+\lambda)$ in the velocity is offset by the larger density of states.

Scattering breaks the assumption of a completed orbit. The path over one period at 30 T is 394 nm long, against a rough mean free path of 100 nm. The chance of finishing a period is $e^{-3.94}\approx0.02$. The path shrinks to one mean free path at about 118 T. The approach to the limit in (11) is controlled by $U/\tau$, which must be small compared with the drift; it falls as $1/(B\tau)$, so a larger field or a cleaner crystal brings the weighted average closer to the orbit mean. An unfinished period does not make the orbit mean useless. At 30 T, with undressed velocities and $\tau=0.15$ ps to match the mean free path, the weighted average of $|v_y|$ lies between 574 and 743 km/s, depending on the position on the orbit, against an orbit mean of 657 km/s. The weighted average of $v_z$, whose orbit mean is zero, reaches 53 km/s. The conductivity calculation should therefore use the weighted average on the left of (11), above all for the component along $\mathbf G$. Averaged over this orbit, the product of $v_y$ with its weighted average exceeds the square of the drift by only 0.8%, whereas the same product for $v_z$, which vanishes in the high-field limit, is still 28% of its zero-field value.

The other corrections estimated are smaller, relative to the undressed 657 km/s. A mass 10% larger lowers the drift by 4.7%. A spin energy of 1.74 meV at 30 T, for a $g$ factor of 2, changes it by 0.26% when it raises the band top. This shift grows with $B$, so field independence holds for a band whose energies are themselves fixed. Raising the band top by the thermal energy at 4 K, 0.345 meV, changes the drift by 0.05%. Hexagonal warping and departures from a parabolic band in the plane are not included in these estimates.
